# Solving charge neutrality in doped silicon at 4.2 K

## The result and the setting

A program that turns computed defect levels into carrier densities can work in two ways: the Fermi level is either given by the user or found from charge neutrality at a chosen temperature. This guide concerns the second way at very low temperature, for silicon with donor density \(N_d\) and a smaller acceptor density \(N_a\). When nearly all carriers are frozen onto the dopants, neutrality gives the electron density

\[
n_0=K\,\frac{N_d-N_a}{N_a},\qquad K=\frac{N_c}{2}\,e^{-E_d/kT},
\tag{1}
\]

where \(E_d\) is the donor depth below the conduction edge and \(N_c\) the effective density of states of the conduction band. The result requires \(n_0\ll N_a\) and \(n_0\ll N_d-N_a\).

At 4.2 K the intrinsic density \(n_i\) of silicon is about \(10^{-685.5}\) cm\(^{-3}\), whereas the smallest positive double-precision number is about \(5\times10^{-324}\). A solver that uses \(n_i\) as its unit therefore divides by zero, and one that obtains holes from \(n_i^2/n\) meets \(0/0\) in p-type material, where \(n\) underflows as well. Working with logarithms of densities avoids this. To keep rounding errors small at every degree of compensation, the solver described here chooses between two equivalent neutrality conditions:

- If the minority dopant has less than half the density of the majority dopant, balance the charges.
- Otherwise, balance the carriers, free and bound.

## Densities as logarithms

Let \(E_c\) be the conduction edge, \(E_g\) the gap and \(E_a\) the acceptor depth above the valence edge. The unknown is

\[
\eta=\frac{E_F-E_c}{kT},\qquad
\varepsilon_g=\frac{E_g}{kT},\quad \varepsilon_d=\frac{E_d}{kT},\quad \varepsilon_a=\frac{E_a}{kT}.
\]

The bands are taken as parabolic and the free carriers as non-degenerate. Silicon has six conduction valleys, each with one longitudinal mass \(m_l\) and two transverse masses \(m_t\). With two spins,

\[
n=12\,e^{\eta}\prod_{i=1}^{3}\int\frac{dk_i}{2\pi}\,e^{-\hbar^2k_i^2/2m_ikT}.
\]

Each Gaussian integral equals \((m_ikT/2\pi\hbar^2)^{1/2}\), so

\[
n=N_ce^{\eta},\qquad N_c=12\left(\frac{m_{\rm dos}kT}{2\pi\hbar^2}\right)^{3/2},\qquad m_{\rm dos}^3=m_lm_t^2 .
\]

For holes, with one density-of-states mass \(m_h\), \(N_v=2(m_hkT/2\pi\hbar^2)^{3/2}\) and \(p=N_ve^{-\varepsilon_g-\eta}\). Hence

\[
\ln n=\ln N_c+\eta,\qquad \ln p=\ln N_v-\varepsilon_g-\eta .
\tag{2}
\]

Adding these and halving the sum gives \(\ln n_i=\tfrac12(\ln N_c+\ln N_v-\varepsilon_g)\), an ordinary number even when \(n_i\) cannot be stored.

A donor is either empty, with statistical weight 1, or holds one electron in either of two spin states, each with weight \(e^{\eta+\varepsilon_d}\). Double occupation is left out. An acceptor is either neutral, with four states of weight 1, or ionized, with one state of weight \(e^{\eta+\varepsilon_g-\varepsilon_a}\). Dividing weights by their sums gives

\[
N_d^+=\frac{N_d}{1+e^{x_d}},\qquad N_a^-=\frac{N_a}{1+e^{x_a}},
\]
\[
x_d=\eta+\varepsilon_d+\ln2,\qquad x_a=\ln4+\varepsilon_a-\varepsilon_g-\eta .
\]

With \(s(x)=\ln(1+e^x)\), the logarithms are

\[
\begin{aligned}
\ln N_d^+&=\ln N_d-s(x_d), & \ln N_d^0&=\ln N_d-s(-x_d),\\
\ln N_a^-&=\ln N_a-s(x_a), & \ln N_a^0&=\ln N_a-s(-x_a).
\end{aligned}
\]

The superscript 0 marks neutral dopants. Overflow is avoided by evaluating \(s(x)=\max(x,0)+\ln(1+e^{-|x|})\). Sums of densities are treated alike: the larger term is taken out before the logarithm,

\[
\ln(e^x+e^y)=\max(x,y)+\ln\left(1+e^{-|x-y|}\right).
\]

The total dopant densities are held fixed, as they were set when the crystal was grown and doped. They must not be recomputed from formation energies at 4.2 K.

## Two forms of one condition

Neutrality reads \(n+N_a^-=p+N_d^+\). Its **charge form** is the root of

\[
F(\eta)=\ln(n+N_a^-)-\ln(p+N_d^+).
\tag{3}
\]

Raising \(\eta\) increases \(n\) and \(N_a^-\) and decreases \(p\) and \(N_d^+\). Thus \(F\) increases throughout, and there is one root.

For the second form, insert \(N_a^-=N_a-N_a^0\) and \(N_d^+=N_d-N_d^0\), then move the negative terms across:

\[
n+N_d^0=p+N_a^0+(N_d-N_a).
\]

The **carrier form** is the root of

\[
G(\eta)=\ln(n+N_d^0)-\ln\left[p+N_a^0+(N_d-N_a)\right].
\tag{4}
\]

For \(N_d\ge N_a\) no term is negative, and \(G\) also increases. For \(N_a>N_d\), the positive difference \(N_a-N_d\) goes on the left instead. The two forms have the same root in exact arithmetic, but they respond differently to rounding.

## Why the choice matters

An error \(\delta\) in the computed balance moves the root by about \(\delta\) divided by the slope. The slope at the root is therefore what decides between the forms. Take \(N_d\ge N_a\) and \(c=N_a/N_d\); the opposite case follows by exchanging electrons with holes.

**Charge form.** Let \(u=N_d^+/N_d\), \(v=N_a^-/N_a\), and let \(S\) be the common value of the two sides. The occupation formulas give \(dN_a^-/d\eta=N_a^-(1-v)\) and \(dN_d^+/d\eta=-N_d^+(1-u)\), so

\[
F'=\frac{n+N_a^-(1-v)+p+N_d^+(1-u)}{S}
=2-\frac{cv^2+u^2}{S/N_d}.
\]

Since \(n\) and \(p\) are positive, \(S/N_d\) is at least \(u\) and at least \(cv\).

- If \(u\ge c\), use \(S/N_d\ge u\) and \(v\le1\). Then \(F'\ge2-c/u-u\). This function is concave in \(u\), so its minimum on \(c\le u\le1\) lies at an end, and both ends give \(1-c\).
- If \(u<c\), then \(cv^2/(S/N_d)\le v\le1\) and \(u^2/(S/N_d)\le u<c\). Again \(F'>1-c\).

**Carrier form.** Let \(d=N_d^0/N_d\), \(a=N_a^0/N_a\), and let \(t\) be the common value of the two sides divided by \(N_d\). The same differentiation gives

\[
G'=2-\frac{d^2+(1-c)+ca^2}{t}.
\]

The occupations obey

\[
\frac{d}{1-d}\,\frac{a}{1-a}=8\,e^{-(E_g-E_d-E_a)/kT},
\]

which is minute in silicon at low temperature. Donors and acceptors are thus not both appreciably neutral.

- If \(a\) is negligible, \(t\) is at least \(d\) and at least \(1-c\). For \(d\ge1-c\), \(G'\ge2-d-(1-c)/d\), which is concave and equals \(c\) at both ends of its range. For \(d<1-c\), \(G'\ge1-d^2/(1-c)\ge c\).
- If \(d\) is negligible, \(t\ge1-c+ca\). Because \(a^2\le a\), this gives \(G'\ge1\).

So \(F'\ge1-c\), and \(G'\ge c\) up to that minute product. Switching at \(c=1/2\) keeps the slope at or above one half, and the balance error is at most about doubled in \(\eta\). An alternative without switching is to solve \(F+G=0\): it has the same root, and adding the two bounds gives a slope of at least about 1.

Near full compensation the difference is large. Take \(N_d=10^{15}\) cm\(^{-3}\) and \(N_d-N_a=10^3\) cm\(^{-3}\) at 4.2 K, so that \(1-c=10^{-12}\). Logarithms near \(\ln10^{15}=34.5\) are stored with a spacing of \(7\times10^{-15}\). Divided by a slope of \(10^{-12}\), this allows errors in \(\eta\) of order \(10^{-3}\) to \(10^{-2}\). Compared with a 900-digit solution, the charge form is wrong by \(1.7\times10^{-3}\) and the carrier form by \(8\times10^{-15}\).

A linear balance, with densities rather than logarithms, can still find the Fermi level under ordinary compensation. At \(N_d=N_a=10^{15}\) cm\(^{-3}\) it loses it: evaluated on a fine grid in double precision, the two sides are equal over 1.052 eV of the gap. There the neutral fractions are too small to change the stored sum \(1+e^{x}\), and the free carriers too few to change the dopant charge. The carrier form places the Fermi level 0.585 eV below the conduction edge. This follows from equating the two small neutral densities, \(2e^{\eta+\varepsilon_d}=4e^{\varepsilon_a-\varepsilon_g-\eta}\), which gives

\[
E_c-E_F=\tfrac12\left(E_g+E_d-E_a-kT\ln2\right).
\]

## Finding the root

Start from the bracket \(-\varepsilon_g-60\le\eta\le60\). For ordinary doping, holes dominate at the lower end and free electrons at the upper end, so the balance changes sign. Halve the bracket, keep the half with the sign change, and stop when no double-precision number lies between its ends.

Newton's method without a bracket is unsafe here. In mid-gap all dopants are ionized and the free carriers are negligible, so \(F\simeq\ln(N_a/N_d)\) is constant. For the example below, its computed change over \(2kT\) around mid-gap is zero, and a Newton step based on that slope would divide by zero.

## The freeze-out limit

For \(N_d>N_a\) at low temperature, holes are negligible and the acceptors are all ionized: \(p=0\), \(N_a^-=N_a\). Neutrality becomes \(N_d^+=n+N_a\), hence \(N_d^0=N_d-N_a-n\). The donor occupation gives

\[
\frac{N_d^+}{N_d^0}=e^{-x_d}=\tfrac12e^{-\varepsilon_d-\eta}=\frac{K}{n},
\]

where the last step uses \(e^{-\eta}=N_c/n\). Combining these,

\[
n(n+N_a)=K(N_d-N_a-n).
\tag{5}
\]

If \(n\) is small beside both \(N_a\) and \(N_d-N_a\), it can be dropped from both brackets, which gives equation (1). To find the first error, rewrite (5) without approximation as

\[
n=n_0\,\frac{1-n/(N_d-N_a)}{1+n/N_a}.
\]

Expanding to first order, with \(n\) replaced by \(n_0\) on the right,

\[
\frac{n}{n_0}-1\simeq-n_0\left(\frac1{N_d-N_a}+\frac1{N_a}\right)
=-\frac{n_0N_d}{N_a(N_d-N_a)} .
\tag{6}
\]

Equation (1) has a simple meaning. The acceptors have taken \(N_a\) electrons from the donors, so the numbers of empty and filled donors are fixed. The free density follows from their ratio, with activation energy \(E_d\) once the factor \(T^{3/2}\) in \(N_c\) is set aside.

Without acceptors, each empty donor must supply its own free electron. Equation (5) then reads \(n^2=K(N_d-n)\), and for \(n\ll N_d\)

\[
n=\sqrt{KN_d}.
\tag{7}
\]

The activation energy is now \(E_d/2\). For \(N_a\ll N_d\), laws (1) and (7) agree at \(N_a=\sqrt{KN_d}\), which marks the crossover between them.

## Worked example at 4.2 K

The example is phosphorus-doped silicon with residual boron: \(N_d=10^{15}\) cm\(^{-3}\), \(N_a=10^{14}\) cm\(^{-3}\). The inputs are fixed model values, close to those of silicon but not reference data: \(E_g=1.17\) eV, \(E_d=45.5\) meV, \(E_a=45\) meV, \(m_l=0.916\), \(m_t=0.19\) and \(m_h=0.59\) electron masses. More digits are quoted below than these inputs deserve physically, so that the arithmetic can be followed.

With \(kT=0.36193\) meV, \(N_c=4.535\times10^{16}\) cm\(^{-3}\) and \(\varepsilon_d=125.716\). Therefore

\[
K=\tfrac12(4.535\times10^{16})\,e^{-125.716}=5.728\times10^{-39}\ \text{cm}^{-3},
\]
\[
n_0=K\,\frac{9\times10^{14}}{10^{14}}=9K=5.155\times10^{-38}\ \text{cm}^{-3}.
\]

Setting \(n_0=N_ce^\eta\) gives \(\eta=-\varepsilon_d+\ln[(N_d-N_a)/2N_a]=-125.716+\ln4.5=-124.212\). The Fermi level is 44.96 meV below the conduction edge, close to the donor level.

Here \(c=0.1\), so the charge form applies. Bisection takes 57 halvings and returns the same density; \(\ln n\) differs from \(\ln n_0\) by \(1.4\times10^{-14}\), the spacing of double-precision numbers near this \(\eta\). The hole density is \(10^{-1333.7}\) cm\(^{-3}\), available as a logarithm although not as a double.

A separate solution of the linear balance by bisection in 900-digit arithmetic covers more regimes. At 4.2 K it was made for the example, for \(N_d=10^{15}\) cm\(^{-3}\) with no acceptors, for \(N_d=N_a=10^{15}\) cm\(^{-3}\), for the example with its two densities exchanged, and for undoped silicon. The largest difference in \(\eta\) from the logarithmic solver is \(3.2\times10^{-13}\).

Without acceptors equation (7) gives \(2.4\times10^{-12}\) cm\(^{-3}\), larger by a factor of about \(5\times10^{25}\). The same number is the crossover acceptor density. Even one acceptor per cubic centimetre is far above it, so setting a trace of compensation to zero changes the solver's result by many powers of ten.

Equation (7) assumes neutrality on average, which requires a crystal that holds many free electrons: here a volume \(V\) well above \(4\times10^{11}\) cm\(^3\). A smaller crystal that is exactly neutral and has no acceptors holds almost always no free electron and rarely one. The weight of the states with one, relative to none, is \(KN_dV^2\), so the mean density is \(KN_dV\), or \(5.7\times10^{-24}\) cm\(^{-3}\) for 1 cm\(^3\). With exactly one acceptor in that volume the same counting gives half this value, so in a crystal of that size there is no jump of many powers of ten between no acceptor and one.

With doping, gap and depths held fixed, the full solution changes with temperature as follows.

| \(T\) (K) | \(n\) (cm\(^{-3}\)) | \(n_0/n\) |
|---|---|---|
| 4.2 | \(5.2\times10^{-38}\) | 1.000 |
| 10 | \(8.8\times10^{-6}\) | 1.000 |
| 20 | \(7.3\times10^{6}\) | 1.000 |
| 30 | \(8.8\times10^{10}\) | 1.001 |
| 50 | \(9.8\times10^{13}\) | 2.22 |
| 77 | \(6.4\times10^{14}\) | 26.2 |

At 30 K equation (6) predicts \(n/n_0-1=-9.83\times10^{-4}\); the solver gives \(-9.82\times10^{-4}\). At 50 K \(n\) has nearly reached \(N_a\), and the limit has failed. At 77 K \(n_0\) exceeds the total donor density. The table leaves out excited donor states; including the five described in the next section would lower \(n\) by about 4% at 30 K, 15% at 50 K and 14% at 77 K.

## What the number means for a real crystal

The solver's precision is not the accuracy of the physical prediction. A density of \(5\times10^{-38}\) cm\(^{-3}\) is a statistical mean: one electron would correspond to a cube of side \(2.7\times10^7\) km. It also depends on the 10% compensation chosen here: at smaller \(N_a\), \(n_0\) grows nearly as \(1/N_a\).

Thermal equilibrium is unlikely to be reached in practice, because stray light frees electrons far faster than heat does. In equilibrium, emission from filled donors balances capture by empty ones, so the emission rate per donor is \(BK\), with \(B\) the capture coefficient. A rough \(B=10^{-5}\) cm\(^3\)/s gives an emission time of about \(10^{43}\) s. This long time is not itself the obstacle: the \(N_a\) empty donors capture a free electron within about \(1/(BN_a)=10^{-9}\) s, so in the dark the mean density would settle quickly. Light, however, adds a much stronger source of free electrons. A 300 K black body emits \(2.7\times10^{18}\) photons cm\(^{-2}\) s\(^{-1}\) with energies above \(E_d\). If a fraction \(10^{-9}\) reaches the crystal, and the photoionization cross-section is roughly \(10^{-15}\) cm\(^2\), balancing ionization against capture gives

\[
n=\frac{10^{-9}(2.7\times10^{18})(10^{-15})}{10^{-5}}\,\frac{N_d-N_a}{N_a}\approx2\ \text{cm}^{-3}.
\]

This is some 38 powers of ten above the equilibrium value.

Other neglected effects, all estimated roughly for the same doping, are these:

- **Coulomb disorder.** The \(2N_a\) charged centres per unit volume spread the donor levels by about 1.2 meV, or \(3.3kT\). This is the Coulomb energy, for relative permittivity 11.5, at the radius of a sphere that holds one centre on average. If the depth of all donors changed by this amount, \(n\) would change by a factor of about 26; the effect of a spread depends on its shape.
- **Electric field.** At 100 V/cm the classical barrier for escape from an isolated charged donor falls by 2.2 meV, or \(6.2kT\). The top of that barrier lies 112 nm from the donor, about as far away as the nearest other charged centre, so the figure is only a rough guide at this doping. The field also heats free electrons. Assume a mobility \(\mu=10^5\) cm\(^2\)/Vs, a conduction mass \(m_c\) of 0.26 electron masses and a constant scattering time \(\mu m_c/e\). An electron starting from rest then reaches the energy \(E_d\) within one scattering time at a field of \(\sqrt{2E_d/m_c}/\mu\approx250\) V/cm. Using the path covered at thermal speed would give 1.2 kV/cm, which is too high because the field accelerates the electron far beyond that speed. Impact ionization can begin below 250 V/cm, because some flights last longer and energy can build up over several of them.
- **Hopping.** For donors 100 nm apart with a 2 nm radius, tunnelling (twice the spacing divided by the radius) plus the Coulomb spread in units of \(kT\) gives a suppression exponent of about 103, against 126 for thermal release to the band. Donors are placed at random, however, and a connected path through the crystal needs hops of only about 0.87 times the mean spacing \(N_d^{-1/3}\). This lowers the exponent to about 90, or to about 112 for a radius of 1.6 nm. Judged by the exponents alone, without prefactors, hopping is favoured; the advantage would vanish only for a radius below about 1.4 nm.
- **Excited donor states.** With three orbital states placed 11.7 meV and two placed 13 meV above a single ground state, they add a fraction \(3\times10^{-14}\) to the neutral donor's weight at 4.2 K, but 4.6% at 30 K. At 30 K this matters more than the 0.1% error of equation (1).
- **Double occupation.** A neutral donor can weakly bind a second electron. With a binding energy \(E_-\), such centres outnumber the free electrons by the factor \((N_d/2N_c)\,e^{E_-/kT}\), about 2.8 at 4.2 K for an assumed \(E_-=2\) meV. This leaves the compensated example unchanged. Without acceptors, however, these centres take part of the released electrons, and \(n\) falls to about half the value of equation (7).

Degeneracy of the free electrons is negligible, since \(n/N_c\approx10^{-54}\).

## Choosing the inputs

**Temperature.** Enter the crystal temperature, not the smearing width used to converge an electronic-structure calculation. In this example a rise of 0.01 K multiplies \(n\) by 1.35.

**Defect levels.** A donor deeper by 0.1 meV multiplies \(n\) by 0.76. A computed level 0.1 eV too deep would divide \(n\) by \(e^{276}\); one 0.1 eV too shallow would put this donor inside the band, and the calculation would then show no freeze-out at all. Such a level cannot predict a free-carrier density at 4.2 K. The Fermi level is less sensitive: in frozen-out, partly compensated material it moves with the donor level, so a level 0.1 eV too deep lowers it by the same 0.1 eV.

**Compensation.** Supply the minority dopant density even when it is small. Setting it to zero selects equation (7), with half the activation energy.

**Output and convergence.** Ask for logarithms of densities, and judge convergence by the bracket in \(\eta\), not by a residual charge in cm\(^{-3}\). A small absolute change \(\delta\eta\) is a relative change \(\delta\eta\) in \(n\), however small \(n\) itself is. A closed bracket shows that the search has finished, but the root is accurate only if the form of the balance was well chosen: in the near-compensated case above, the charge form closes its bracket on a root that is wrong by \(1.7\times10^{-3}\). The slope bounds above hold for one donor level and one acceptor level; with more charge states, the choice of form needs a new analysis.
